\section*{Why Frozen-In Defects Can Exceed Their Room-Temperature Equilibrium Density}

\section{Two kinds of equilibrium}

\textbf{Q.} A defect that costs about 2 eV to form should be practically absent at 300 K. Yet crystals grown hot can contain plenty of such defects when I measure them cold. Is the formation energy wrong?

\textbf{A.} Not necessarily. The equilibrium formula assumes that defects can still appear and disappear at the temperature where you apply it. That requires atoms to move, usually over many jumps to a surface, a dislocation or a partner defect. Changing a defect's charge requires only the capture or emission of a carrier. On cooling, the atomic process can stop while the electronic one continues. The total density then remembers the hot crystal, while the charge states belong to the cold one.

\textbf{Q.} Start with the case where nothing is frozen. What sets the density?

\textbf{A.} Take one defect species with charges $q$ on $N_s$ sites per volume. Let $E_q+qE_F$ be its formation energy, with the Fermi level $E_F$ measured from the valence-band edge. The atomic reservoir is fixed: for a vacancy in Si or Ge it is the crystal itself, while in SiC the Si or C chemical potential must also be stated. I neglect vibrational entropy, defect interactions and the temperature dependence of $E_q$ and of the gap $E_g$. Donors of density $N_d$ are ionized and immobile throughout. The algebra is in atomic units, with $k$ the Boltzmann constant.

For $c_q\ll N_s$, Stirling's formula applied to the number of ways of placing the defects gives the entropy $-kc_q[\ln(c_q/N_s)-1]$. An internal degeneracy $g_q$ adds $kc_q\ln g_q$. With nondegenerate carriers of densities $n$ and $p$, the free energy per volume is
\begin{align}
F={}&\sum_q c_q\left\{E_q+kT\left[\ln\frac{c_q}{N_sg_q}-1\right]\right\}\nonumber\\
&+n\left\{E_g+kT\left[\ln\frac{n}{N_c}-1\right]\right\}
+p\,kT\left[\ln\frac{p}{N_v}-1\right].
\label{F}
\end{align}
For parabolic bands of unit mass the density of states, spin included, is $\sqrt{2\varepsilon}/\pi^2$. Since $\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon=\tfrac12\sqrt\pi\,(kT)^{3/2}$,
\begin{equation}
N_c=N_v=2\left(\frac{kT}{2\pi}\right)^{3/2}.
\end{equation}

Charge neutrality reads
\begin{equation}
\rho\equiv p-n+N_d+\sum_q qc_q=0.
\label{neutral}
\end{equation}
Its multiplier is $E_F$. Setting the derivatives of $F+E_F\rho$ to zero gives
\begin{align}
E_g+kT\ln(n/N_c)-E_F&=0,\nonumber\\
kT\ln(p/N_v)+E_F&=0,\nonumber\\
E_q+kT\ln[c_q/(N_sg_q)]+qE_F&=0,
\end{align}
and therefore
\begin{align}
n&=N_ce^{-(E_g-E_F)/kT},\qquad p=N_ve^{-E_F/kT},\nonumber\\
c_q&=N_sg_qe^{-(E_q+qE_F)/kT}.
\label{equilibrium}
\end{align}
Inserting these in (\ref{neutral}) fixes $E_F$, and $N_{\rm eq}(T)=\sum_qc_q$ follows.

\section{Freezing the total, not the charge}

\textbf{Q.} What changes when the atoms stop moving?

\textbf{A.} There is one more constraint, $\sum_qc_q=N$. Give it a multiplier $\lambda$ and make $F-\lambda(\sum_qc_q-N)+E_F\rho$ stationary. The carrier equations are unchanged. The defect equation becomes
\begin{equation}
E_q+kT\ln\frac{c_q}{N_sg_q}-\lambda+qE_F=0,
\end{equation}
so
\begin{equation}
c_q=N_sg_qe^{(\lambda-E_q-qE_F)/kT}.
\label{lambda}
\end{equation}
The factor $e^{\lambda/kT}$ is common to all charge states. Summing over $q$ eliminates it:
\begin{equation}
c_q=Nw_q,\qquad
w_q=\frac{g_qe^{-(E_q+qE_F)/kT}}{\sum_rg_re^{-(E_r+rE_F)/kT}}.
\label{weights}
\end{equation}
Adding the same energy to every $E_q$ leaves $w_q$ unchanged at given $E_F$. The fractions depend on differences, that is, on the charge-transition levels $\varepsilon(q/q-1)=E_{q-1}-E_q$, and on degeneracies, $E_F$ and $T$. The absolute formation energy entered earlier, when it set $N$ at growth.

\textbf{Q.} Could neutrality then have several solutions?

\textbf{A.} No. Differentiating (\ref{weights}) gives $dw_q/dE_F=-(q-\langle q\rangle)w_q/kT$, where angle brackets denote averages with weights $w_q$. Multiplying by $q$ and summing gives $d\langle q\rangle/dE_F=-(\langle q^2\rangle-\langle q\rangle^2)/kT$. Also $dn/dE_F=n/kT$ and $dp/dE_F=-p/kT$. Hence
\begin{equation}
\frac{d\rho}{dE_F}=-\frac{n+p+N(\langle q^2\rangle-\langle q\rangle^2)}{kT}<0.
\end{equation}
The net charge falls steadily as $E_F$ rises, so it crosses zero once.

\textbf{Q.} Does $\lambda$ mean anything physically?

\textbf{A.} It is the free energy stored per added defect. For a small change between frozen states, the stationarity conditions give
\begin{align}
dF&=\sum_q(\lambda-qE_F)\,dc_q+E_F\,dn-E_F\,dp\nonumber\\
&=\lambda\,dN+E_F\Big(dn-dp-\sum_qq\,dc_q\Big)=\lambda\,dN.
\end{align}
The bracket vanishes by neutrality at fixed $N_d$. Summing (\ref{lambda}) gives $\lambda=kT\ln[N/N_{\rm eq}(E_F,T)]$, where $N_{\rm eq}(E_F,T)$ is the sum of (\ref{equilibrium}) at the frozen crystal's own Fermi level. A positive $\lambda$ drives defects out, but a driving force does not supply mobility.

\section{A worked case}

\textbf{Q.} Show me the size of the effect.

\textbf{A.} Take round model parameters: $E_g=1.2$ eV, $N_s=0.05\ \text{\AA}^{-3}$ and $N_d=3\times10^{-8}\ \text{\AA}^{-3}$. The defect has charges $0,-1,-2$, energies $E_q=2.1,2.6,3.5$ eV and degeneracies $1,2,1$. Its transition levels are $2.6-2.1=0.5$ eV and $3.5-2.6=0.9$ eV. The gap and site density resemble those of Si, but this is not a model of a Si defect: the gap of Si, for one thing, shrinks to about 0.7 eV at 1400 K.

At the growth temperature of 1400 K, $kT=0.1206$ eV and neutrality gives $E_F=0.601$ eV. The most abundant state has charge $-1$:
\begin{equation}
c_{-1}=0.05\times2\,e^{-(2.6-0.6008)/0.12064}
\approx6.4\times10^{-9}\ \text{\AA}^{-3}.
\end{equation}
It is 79\% of the total, $N=8.0\times10^{-9}\ \text{\AA}^{-3}$.

In full equilibrium at 300 K, $kT=0.02585$ eV and $E_F=1.026$ eV. Charge $-2$ now dominates:
\begin{equation}
c_{-2}=0.05\,e^{-(3.5-2\times1.026)/0.02585}
\approx2.4\times10^{-26}\ \text{\AA}^{-3}.
\end{equation}
The frozen total is $8.0\times10^{15}\ \text{cm}^{-3}$, against an equilibrium total of $0.024\ \text{cm}^{-3}$. The ratio is about $3\times10^{17}$.

\textbf{Q.} And what do the charge states do in the frozen crystal?

\textbf{A.} Neutrality with fixed $N$ gives $E_F=1.007$ eV, above both transition levels. From (\ref{weights}),
\begin{equation}
\frac{c_{-2}}{c_{-1}}=\frac12e^{(1.007-0.9)/0.02585}\approx31,
\end{equation}
so 97\% of the defects are doubly negative, compared with 3.3\% at growth. The density of that charge state has risen by a factor of 29 during cooling, although no defect was created. A measurement sensitive to one charge state can therefore show more centres cold than hot.

The electrons come from the band. The mean charge is $-(0.031+2\times0.969)=-1.969$, and holes are negligible, so
\begin{equation}
n=3.0\times10^{-8}-1.969\times8.0\times10^{-9}
\approx1.42\times10^{-8}\ \text{\AA}^{-3}.
\end{equation}
Had the charge states been frozen too, the growth mean charge of $-0.861$ would have left $2.31\times10^{-8}\ \text{\AA}^{-3}$, about 60\% more than the re-equilibrated value.

The free energy stored per added defect is $\lambda=1.08$ eV. The logarithm of the density ratio gives slightly less, $0.02585\ln(3.3\times10^{17})=1.04$ eV, because that ratio uses the Fermi level of full equilibrium. The frozen crystal's $E_F$ is 0.019 eV lower, which raises the formation energy of charge $-2$ by twice that amount and accounts for the difference.

\textbf{Q.} Does the growth temperature matter much?

\textbf{A.} Very much here. Freezing from 1200 K leaves $5.0\times10^{-10}\ \text{\AA}^{-3}$ defects and nearly all the donor electrons. Freezing from 1600 K leaves $6.5\times10^{-8}\ \text{\AA}^{-3}$, more than the donor density. Neutrality then needs a mean charge of only $-3.0/6.5=-0.46$. The defects share the electrons between charges $0$ and $-1$, which holds the Fermi level near the transition between them:
\begin{equation}
E_F\approx0.5+0.02585\ln\frac{0.46}{2\times0.54}\approx0.48\ \text{eV}.
\end{equation}
The free-electron density drops to $1.9\times10^{-17}\ \text{\AA}^{-3}$. Since $E_F$ is now below midgap, holes are the more numerous carriers, but their density $N_ve^{-E_F/kT}\approx2\times10^{-13}\ \text{\AA}^{-3}$ is still about five orders of magnitude below $N_d$. The sample is highly resistive.

\section{When freezing gives fewer defects}

\textbf{Q.} Is the frozen density bound to exceed the cold equilibrium value?

\textbf{A.} No. Differentiate $\ln N_{\rm eq}$, remembering that $E_F$ also changes with temperature:
\begin{align}
\frac{d\ln N_{\rm eq}}{dT}
&=\sum_qw_q\left[\frac{E_q+qE_F}{kT^2}-\frac{q}{kT}\frac{dE_F}{dT}\right]\nonumber\\
&=\frac{\langle E_q+qE_F\rangle-T\langle q\rangle\,dE_F/dT}{kT^2}.
\label{slope}
\end{align}
The Fermi-level slope follows from keeping $\rho(E_F,T)=0$, so $dE_F/dT=-(\partial\rho/\partial T)/(\partial\rho/\partial E_F)$. Equation (\ref{equilibrium}) gives
\begin{align}
\frac{\partial\rho}{\partial E_F}&=-\frac{n+p+\sum_qq^2c_q}{kT},\nonumber\\
\frac{\partial\rho}{\partial T}&=p\left(\frac{E_F}{kT^2}+\frac{3}{2T}\right)
-n\left(\frac{E_g-E_F}{kT^2}+\frac{3}{2T}\right)\nonumber\\
&\quad+\sum_qqc_q\frac{E_q+qE_F}{kT^2}.
\end{align}
The terms $3/(2T)$ come from $N_c,N_v\propto T^{3/2}$. For growth at $T_g$ and measurement at $T_r$,
\begin{equation}
\ln\frac{N_{\rm eq}(T_g)}{N_{\rm eq}(T_r)}
=\int_{T_r}^{T_g}\frac{d\ln N_{\rm eq}}{dT}\,dT.
\end{equation}
Freezing leaves an excess when this integral is positive. In the worked case the numerator of (\ref{slope}) is 2.02 eV at growth, close to the mean formation energy.

\textbf{Q.} What would make it negative?

\textbf{A.} Suppose charge $-2$ dominates and donors supply nearly all electrons, $n\approx N_d$. Then $e^{E_F/kT}=(N_d/N_c)e^{E_g/kT}$, and (\ref{equilibrium}) becomes
\begin{equation}
N_{\rm eq}\approx N_sg_{-2}\left(\frac{N_d}{N_c}\right)^2e^{-(E_{-2}-2E_g)/kT}.
\end{equation}
Because $N_c^{-2}\propto T^{-3}$,
\begin{equation}
kT^2\frac{d\ln N_{\rm eq}}{dT}\approx E_{-2}-2E_g-3kT.
\end{equation}
This is negative when the formation energy with $E_F$ at the conduction edge is below $3kT$, provided the other charge states are nearly absent; their slopes are large and positive, so a share of order 10\% can reverse the sign near the threshold. Cooling moves $E_F$ towards that edge and makes the acceptor cheaper.

A second model with the same donor density has $E_g=3.2$ eV and $E_q=3.8,4.8,6.3$ eV. At 1400 K the estimate is $6.3-6.4-0.36=-0.46$ eV. The full value is $-0.36$ eV; it includes the electrons removed by the defects and the small share in charge $-1$, which the estimate omits. The frozen total is $1.4\times10^{-9}\ \text{\AA}^{-3}$, whereas equilibrium at 300 K would hold $1.4\times10^{-8}\ \text{\AA}^{-3}$. Freezing leaves about one tenth of the equilibrium number, so this crystal has too few compensating defects.

\section{Which temperature is remembered?}

\textbf{Q.} My furnace cools gradually. Why should the growth temperature be the one that counts?

\textbf{A.} It is the fast-cooling limit. Let a defect attempt jumps at rate $\nu$, cross a barrier $E_m$, and need $J$ jumps to find a sink. In a mean-field model with evenly distributed sinks and one barrier for all charge states,
\begin{equation}
\frac{dN}{dt}=-\frac{N-N_{\rm eq}(T)}{\tau(T)},\qquad
\frac1\tau=\frac{\nu}{J}e^{-E_m/kT}.
\label{rate}
\end{equation}
The term with $N_{\rm eq}$ describes sinks emitting defects, so that equilibrium is stationary. I use the fully equilibrated $N_{\rm eq}(T)$, neglecting the effect of excess defects on $E_F$. Near growth this is reasonable: electrons outnumber defects by about 200 to one.

Let $x$ be the remaining cooling time measured in units of $\tau$. For cooling rate $R$,
\begin{equation}
x(T)=\frac1R\int_{T_r}^{T}\frac{dT'}{\tau(T')}\approx\frac{kT^2}{RE_m\tau(T)}.
\end{equation}
The last form expands $1/T'$ about $T$, which turns the integrand into $e^{-E_m(T-T')/kT^2}/\tau(T)$, and extends the lower limit to $-\infty$. Since $dx=-dt/\tau$, (\ref{rate}) becomes $dN/dx=N-N_{\rm eq}$. Multiplying by $e^{-x}$ and integrating from $0$ to $x_g=x(T_g)$ yields
\begin{equation}
N_{\rm final}=N_{\rm eq}(T_g)e^{-x_g}+\int_0^{x_g}N_{\rm eq}(x)e^{-x}dx.
\end{equation}
If $x_g\ll1$, the growth value survives. If $x_g\gg1$, it is forgotten, and the integral samples $x$ of order one. Setting $x=1$ defines an approximate freezing temperature by $kT_f^2=RE_m\tau(T_f)$. If $N_{\rm eq}\propto e^{-H/kT}$ near $T_f$, then, up to slowly varying factors, $N_{\rm eq}(x)\approx N_{\rm eq}(T_f)\,x^{H/E_m}$. The integrand peaks at $x=H/E_m$, and $N_{\rm final}\approx\Gamma(1+H/E_m)\,N_{\rm eq}(T_f)$.

\textbf{Q.} Put numbers on that.

\textbf{A.} Choose $E_m=2$ eV, $\nu=10^{13}\ \text{s}^{-1}$ and $J=10^9$. Then $\tau$ is about 1600 s at 1400 K, so a growth lasting several hours can establish equilibrium. At 10 K/s,
\begin{equation}
x_g\approx\frac{0.1206\times1400}{10\times2\times1584}\approx0.005,
\end{equation}
and integrating (\ref{rate}) retains 99.8\% of the growth density. At 0.001 K/s, $x_g$ is about 50 and only 2.9\% remains. The estimated $T_f$ is 1151 K, where equilibrium would be $2.2\times10^{-10}\ \text{\AA}^{-3}$; the integrated result is $2.3\times10^{-10}\ \text{\AA}^{-3}$. The match is this close because $H\approx E_m\approx2$ eV and $\Gamma(2)=1$; with $E_m=1$ eV the factor would be near 2. Even this slow cooling leaves some $10^{16}$ times the room-temperature equilibrium density.

\textbf{Q.} Are the electrons really fast enough to justify the other half of the argument?

\textbf{A.} In the 1400 K example, yes, for the chosen capture cross section $\sigma=0.01\ \text{\AA}^2$. With mean thermal speed $v=\sqrt{8kT/\pi}$, the capture time $1/(\sigma vn)$ is about 7 $\mu$s at 300 K. The sink time there is $4\times10^{29}$ s.

In the sample frozen from 1600 K, $n$ is smaller by a factor of nearly $10^9$, and the same estimate gives an electron-capture time of more than an hour per defect; hole capture with the same cross section takes less than a second. Neither is the time to reach charge equilibrium there. Neutrality already fixes the mean charge, the few free carriers are captured quickly by the far more numerous defects, and an excess of charge $-2$ empties by emission from a level 0.3 eV below the conduction band at the rate $2\sigma vN_ce^{-0.3/0.02585}\approx5\times10^{3}\ \text{s}^{-1}$. The separation from the sink time still holds.

It does have limits. If re-equilibration needs emission from a deep level, detailed balance puts a factor $e^{-\Delta/kT}$ in the rate, where $\Delta$ is the depth from the band. In a wide-gap crystal such as SiC this can leave charge states out of equilibrium too. At the other extreme, a defect with a low migration barrier may keep finding sinks or partners at room temperature, and then its total is not frozen. The isolated vacancy in Si, with a barrier below about 0.5 eV, is such a case: with $E_m=0.45$ eV and the same $\nu$ and $J$, the sink time at 300 K is about an hour. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
growth temperature: 1400 K
room temperature: 300 K
gap: 1.2 eV
site density: 0.05 A^-3
donor density: 3e-08 A^-3
charge 0: degeneracy 1, E_q 2.100 eV
charge -1: degeneracy 2, E_q 2.600 eV
charge -2: degeneracy 1, E_q 3.500 eV
growth equilibrium Fermi level: 0.6008 eV
growth equilibrium electrons: 1.7622e-06 A^-3
growth equilibrium defect total: 8.0003e-09 A^-3
growth equilibrium fractions (0, -1, -2): 0.1723, 0.7945, 0.03326
room equilibrium Fermi level: 1.026 eV
room equilibrium electrons: 3e-08 A^-3
room equilibrium defect total: 2.4069e-26 A^-3
room equilibrium fractions (0, -1, -2): 1.094e-11, 0.01504, 0.985
frozen at room Fermi level: 1.0068 eV
frozen at room electrons: 1.4249e-08 A^-3
frozen at room defect total: 8.0003e-09 A^-3
frozen at room fractions (0, -1, -2): 4.771e-11, 0.03114, 0.9689
frozen defect total, converted: 8.0003e+15 cm^-3
room equilibrium total, converted: 0.024069 cm^-3
frozen / room equilibrium total: 3.3239e+17
charge -2 density, room frozen / growth: 29.127
stored free energy per defect: 1.0811 eV
same from finite difference: 1.0811 eV
room electrons if charges also frozen: 2.3112e-08 A^-3
growth 1200 K: total 4.955e-10 A^-3, room electrons 2.902e-08 A^-3, E_F 1.0252 eV
growth 1600 K: total 6.496e-08 A^-3, room electrons 1.873e-17 A^-3, E_F 0.4781 eV
migration barrier: 2 eV
attempt rate: 1e+13 s^-1
jumps to a sink: 1e+09
sink time at growth: 1583.7 s
sink time at room: 3.9675e+29 s
capture cross section: 0.01 A^2
electron capture time at room: 6.5223e-06 s
cooling 10 K/s: retained fraction 0.99773
cooling 0.001 K/s: retained fraction 0.02856
slow-cooling freezing temperature: 1151.1 K
slow-cooling final total: 2.2846e-10 A^-3
equilibrium total at freezing temperature: 2.1763e-10 A^-3
counterexample gap: 3.2 eV
counterexample E_q (0, -1, -2): [3.8 4.8 6.3] eV
counterexample frozen total: 1.3543e-09 A^-3
counterexample room equilibrium: 1.4039e-08 A^-3
counterexample frozen / equilibrium: 0.09647
counterexample growth Fermi level: 2.0981 eV
counterexample room Fermi level: 2.955 eV
main kT^2 dlnN/dT at growth: 2.0194 eV
counterexample kT^2 dlnN/dT at growth: -0.36096 eV
\end{verbatim}
